# Image-force lowering of a Schottky barrier and the Poole-Frenkel factor of two: test program

```python
"""
Result under test: an electron in a semiconductor (permittivity eps) beside a
metal, in a uniform field F pulling it away, sees its barrier lowered by
    sqrt(q^3 F / (4 pi eps)),
half the lowering sqrt(q^3 F / (pi eps)) for escape from a fixed charge +q.

Units: energy eV, length nm, field V/nm, charge in units of q.
k = q/(4 pi eps) in V nm, numerically q^2/(4 pi eps) in eV nm.
x = distance from the metal, rho = radius in the metal surface,
W = depletion width.
The image energy is built from the electric tension on the metal surface.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipk


def coulomb_constant(eps_r):
    return const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9


def surface_charge(rho, x):
    """Magnitude of the induced charge density, in q per nm^2."""
    return x / (2 * np.pi * (rho**2 + x**2) ** 1.5)


def surface_integral(function, x):
    """Integral of function(rho) over the whole metal surface."""
    def integrand(t):
        rho = x * np.tan(t)
        return function(rho) * 2 * np.pi * rho * x / np.cos(t) ** 2
    return quad(integrand, 0, np.pi / 2, epsabs=1e-12, epsrel=1e-10)[0]


def tension_force(x, k):
    """Attraction in eV/nm from the tension eps E^2/2 on the surface."""
    def tension(rho):
        normal_field = 4 * np.pi * k * surface_charge(rho, x)
        return normal_field**2 / (8 * np.pi * k)
    return surface_integral(tension, x)


def work_from_metal(x, k):
    """Work in eV needed to take the electron from x to infinity."""
    return quad(tension_force, x, np.inf, args=(k,),
                epsabs=1e-11, epsrel=1e-9)[0]


def barrier_top(energy, low=0.2, high=40.0):
    """Position and depth below zero of the maximum of energy(x)."""
    found = minimize_scalar(lambda x: -energy(x), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-7})
    return found.x, found.fun


def schottky_numeric(field, k):
    return barrier_top(lambda x: -work_from_metal(x, k) - field * x)


def fixed_charge_numeric(field, k):
    return barrier_top(lambda r: -k / r - field * r)


eps_r = 12.0
field_v_cm = 1.0e5
field = field_v_cm * 1e-7
temperature = 300.0
k = coulomb_constant(eps_r)

# The induced charge must screen the electron at a point inside the metal.
x_test, rho_in, depth_in = 2.0, 1.5, 0.8


def ring_potential(rho):
    span = (rho + rho_in) ** 2 + depth_in**2
    kernel = 2 / np.pi * ellipk(4 * rho * rho_in / span) / np.sqrt(span)
    return surface_charge(rho, x_test) * kernel


screening = surface_integral(ring_potential, x_test)
direct = 1 / np.hypot(rho_in, x_test + depth_in)
assert np.isclose(screening, direct, rtol=1e-7)
total_charge = surface_integral(lambda r: surface_charge(r, x_test), x_test)
assert np.isclose(total_charge, 1.0, rtol=1e-7)

# Force and energy against the image formulas, including the factor one half.
force_test = tension_force(x_test, k)
work_test = work_from_metal(x_test, k)
interaction = k * surface_integral(
    lambda r: surface_charge(r, x_test) / np.hypot(r, x_test), x_test)
assert np.isclose(force_test, k / (2 * x_test) ** 2, rtol=1e-7)
assert np.isclose(work_test, k / (4 * x_test), rtol=1e-6)
assert np.isclose(work_test, interaction / 2, rtol=1e-6)

# Numerical barrier tops against the derived laws at several fields.
for trial_field in (0.001, 0.01, 0.04):
    x_top, drop = schottky_numeric(trial_field, k)
    r_top, drop_fixed = fixed_charge_numeric(trial_field, k)
    x_balance = brentq(lambda x: tension_force(x, k) - trial_field, 0.2, 40)
    assert np.isclose(drop, np.sqrt(k * trial_field), rtol=1e-6)
    assert np.isclose(x_balance, np.sqrt(k / trial_field) / 2, rtol=1e-6)
    assert np.isclose(x_top, x_balance, rtol=1e-3)  # flat top limits x_top
    assert np.isclose(drop_fixed, 2 * np.sqrt(k * trial_field), rtol=1e-6)
    assert np.isclose(drop_fixed / drop, 2.0, rtol=1e-6)
    assert np.isclose(r_top / x_balance, 2.0, rtol=1e-3)

# The worked case.
drop = schottky_numeric(field, k)[1]
x_m = brentq(lambda x: tension_force(x, k) - field, 0.2, 40)
r_m, drop_fixed = fixed_charge_numeric(field, k)
image_share = work_from_metal(x_m, k)
field_share = field * x_m
assert np.isclose(image_share, field_share, rtol=1e-6)


# The escape point from the fixed charge is a saddle in space.
def fixed_charge_energy(across, along):
    return -k / np.hypot(across, along) - field * along


h = 0.01
centre = fixed_charge_energy(0, r_m)
curve_along = (fixed_charge_energy(0, r_m + h)
               + fixed_charge_energy(0, r_m - h) - 2 * centre) / h**2
curve_across = (fixed_charge_energy(h, r_m)
                + fixed_charge_energy(-h, r_m) - 2 * centre) / h**2
assert curve_along < 0 < curve_across

# Field falling linearly to zero across a depletion layer.
W = 100.0
drop_layer = barrier_top(
    lambda x: -work_from_metal(x, k) - field * (x - x**2 / (2 * W)),
    high=20.0)[1]
reduction = 1 - drop_layer / drop
reduction_rule = x_m / (4 * W)
# The next order in x_m/W changes the reduction itself by about one percent.
assert np.isclose(reduction, reduction_rule, rtol=0.02)

thermal = const.k * temperature / const.e
drop_low_eps = schottky_numeric(field, coulomb_constant(11.5))[1]
drop_high_eps = schottky_numeric(field, coulomb_constant(12.5))[1]
assert drop_high_eps < drop < drop_low_eps

print("INPUTS")
print(f"field: {field_v_cm:.1e} V/cm")
print(f"field: {field:.4f} V/nm")
print(f"relative permittivity of silicon (rough input): {eps_r:.1f}")
print(f"k for vacuum: {coulomb_constant(1.0):.5f} V nm")
print(f"k for silicon: {k:.5f} V nm")
print("IMAGE FORCE CHECK")
print(f"test distance from metal: {x_test:.1f} nm")
print(f"force from surface tension: {force_test:.6f} eV/nm")
print(f"work to remove electron: {work_test:.6f} eV")
print(f"interaction with final induced charge: {interaction:.6f} eV")
print("SCHOTTKY BARRIER")
print(f"distance of barrier top: {x_m:.3f} nm")
print(f"image-energy share of lowering: {1e3 * image_share:.2f} meV")
print(f"field-energy share of lowering: {1e3 * field_share:.2f} meV")
print(f"image-force lowering: {1e3 * drop:.2f} meV")
print(f"image-force lowering: {drop * const.e / const.value('Hartree energy'):.6f} hartree")
print("FIXED CHARGE (POOLE-FRENKEL)")
print(f"distance of barrier top: {r_m:.3f} nm")
print(f"Poole-Frenkel lowering: {1e3 * drop_fixed:.2f} meV")
print(f"ratio Poole-Frenkel / image-force: {drop_fixed / drop:.5f}")
print(f"curvature along field: {curve_along:.5f} eV/nm^2")
print(f"curvature across field: {curve_across:.5f} eV/nm^2")
print("BOLTZMANN FACTORS")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {1e3 * thermal:.2f} meV")
print(f"factor from image-force lowering: {np.exp(drop / thermal):.2f}")
print(f"factor from Poole-Frenkel lowering: {np.exp(drop_fixed / thermal):.2f}")
print("SENSITIVITY")
print(f"lowering for permittivity 11.5: {1e3 * drop_low_eps:.2f} meV")
print(f"lowering for permittivity 12.5: {1e3 * drop_high_eps:.2f} meV")
print(f"chosen depletion width: {W:.0f} nm")
print(f"lowering in depletion layer: {1e3 * drop_layer:.2f} meV")
print(f"reduction by falling field, numerical: {100 * reduction:.3f} percent")
print(f"reduction by falling field, first order: {100 * reduction_rule:.3f} percent")
print("verified")
```

Running it gives:

```
INPUTS
field: 1.0e+05 V/cm
field: 0.0100 V/nm
relative permittivity of silicon (rough input): 12.0
k for vacuum: 1.43996 V nm
k for silicon: 0.12000 V nm
IMAGE FORCE CHECK
test distance from metal: 2.0 nm
force from surface tension: 0.007500 eV/nm
work to remove electron: 0.015000 eV
interaction with final induced charge: 0.029999 eV
SCHOTTKY BARRIER
distance of barrier top: 1.732 nm
image-energy share of lowering: 17.32 meV
field-energy share of lowering: 17.32 meV
image-force lowering: 34.64 meV
image-force lowering: 0.001273 hartree
FIXED CHARGE (POOLE-FRENKEL)
distance of barrier top: 3.464 nm
Poole-Frenkel lowering: 69.28 meV
ratio Poole-Frenkel / image-force: 2.00000
curvature along field: -0.00577 eV/nm^2
curvature across field: 0.00289 eV/nm^2
BOLTZMANN FACTORS
temperature: 300 K
thermal energy: 25.85 meV
factor from image-force lowering: 3.82
factor from Poole-Frenkel lowering: 14.58
SENSITIVITY
lowering for permittivity 11.5: 35.39 meV
lowering for permittivity 12.5: 33.94 meV
chosen depletion width: 100 nm
lowering in depletion layer: 34.49 meV
reduction by falling field, numerical: 0.437 percent
reduction by falling field, first order: 0.433 percent
verified
```
